# Multiphoton amplitudes by recursion over subsets instead of time orderings

## Two photons, then a third

Let a molecule absorb one photon from each of two modes and go from state $|i\rangle$ to state $|f\rangle$. Either photon may act first, so the lowest-order amplitude has two terms:

$$
M=\langle f|V_2G_{\{1\}}V_1|i\rangle+\langle f|V_1G_{\{2\}}V_2|i\rangle .
$$

Here $V_k$ is the molecular operator that accompanies photon $k$. The resolvent after photon 1 has been absorbed is $G_{\{1\}}=(E_i-H_{\rm mol}+\hbar\omega_1)^{-1}$. The two terms are two routes around a square whose corners are the sets of photons that have acted: $\varnothing$, $\{1\}$, $\{2\}$ and $\{1,2\}$. Nothing is computed twice.

Now add a third photon, and look at the two orderings in which it acts last:

$$
\langle f|V_3G_{\{1,2\}}V_2G_{\{1\}}V_1|i\rangle+\langle f|V_3G_{\{1,2\}}V_1G_{\{2\}}V_2|i\rangle .
$$

Both contain the factor $V_3G_{\{1,2\}}$, because the energy left in the field after photons 1 and 2 have acted does not depend on which came first. A program that evaluates the diagrams separately applies this factor twice. Taking it out gives

$$
\langle f|V_3\,G_{\{1,2\}}\big[V_2\,G_{\{1\}}V_1|i\rangle+V_1\,G_{\{2\}}V_2|i\rangle\big],
$$

so the two histories can be added before they continue. With $n$ photons, $|S|!$ different histories lead to the same set $S$, and each can be continued in $(n-|S|)!$ ways. The separate evaluation repeats the same continuation for every history. The remedy is to store one molecular vector for each set $S$. It must first be shown that $S$ is all that the future needs to know about the past.

## What the field remembers

The Hamiltonian is $H_{\rm mol}+H_{\rm rad}+H_{\rm int}$ in multipolar form and electric-dipole approximation, with the molecule at the origin. The interaction is linear in the field:

$$
H_{\rm int}=\sum_k\left(A_ka_k+A_k^\dagger a_k^\dagger\right),\qquad A_k=-\mathcal E_k\,\boldsymbol\epsilon_k\cdot\boldsymbol\mu .
$$

The operator $a_k$ removes a photon from mode $k$, $\boldsymbol\epsilon_k$ is the polarization vector, $\boldsymbol\mu$ the molecular dipole operator and $\mathcal E_k$ the field amplitude per photon. The multipolar Hamiltonian also has a term quadratic in the molecular polarization. It changes no photon number, so inserting it raises the order in the coupling, and it is left out here.

Suppose that $n$ different modes each gain or lose one photon. Define

- $e_k=-\hbar\omega_k$ and $V_k=-\boldsymbol\epsilon_k\cdot\boldsymbol\mu$ for absorption;
- $e_k=+\hbar\omega_k$ and $V_k=-\boldsymbol\epsilon_k^*\cdot\boldsymbol\mu$ for emission;
- $\varepsilon_S=\sum_{k\in S}e_k$, the change of field energy once the photons in $S$ have acted.

If mode $k$ initially holds $N_k$ photons, its interaction contributes the number $g_k=\mathcal E_k\sqrt{N_k}$ for absorption or $g_k=\mathcal E_k^*\sqrt{N_k+1}$ for emission. No other interaction touches that mode, so $g_k$ is the same in every ordering. The complete matrix element is therefore $\big(\prod_kg_k\big)M$, and $M$ contains molecular operators and energy denominators alone.

The field state after $S$ is fixed by $S$ as well. One interaction changes one photon number by one, so at least $|S|$ interactions are needed to reach it. At order $|S|$ none can be wasted, and the preceding field state must belong to $S$ with one member removed, written $S\setminus k$.

## The recursion from the Schrödinger equation

Switch the interaction on slowly as $e^{\eta t}$, with $\eta>0$. Let $g_S\psi_S(t)$, with $g_S=\prod_{k\in S}g_k$, be the molecular vector that multiplies the field state of $S$, at order $|S|$. Measure field energy from its initial value. Projecting the Schrödinger equation on this field state and dividing by $g_S$ gives

$$
i\hbar\,\partial_t\psi_S(t)=(H_{\rm mol}+\varepsilon_S)\psi_S(t)+e^{\eta t}\sum_{k\in S}V_k\,\psi_{S\setminus k}(t).
$$

Each of the $|S|$ interactions brings one factor $e^{\eta t}$, which suggests

$$
\psi_S(t)=e^{|S|\eta t-iE_it/\hbar}\,\psi_S .
$$

The time derivative on the left produces $i\hbar(|S|\eta-iE_i/\hbar)=E_i+i\hbar\eta|S|$. On the right, the source carries $e^{\eta t}e^{(|S|-1)\eta t}=e^{|S|\eta t}$. The common time factor cancels:

$$
(E_i+i\hbar\eta|S|-H_{\rm mol}-\varepsilon_S)\,\psi_S=\sum_{k\in S}V_k\,\psi_{S\setminus k}.
$$

If no intermediate denominator vanishes, $\eta$ may go to zero for every proper subset. The scheme is then

$$
\psi_\varnothing=|i\rangle,\qquad
\psi_S=G_S\sum_{k\in S}V_k\psi_{S\setminus k},\qquad
G_S=(E_i-H_{\rm mol}-\varepsilon_S)^{-1}.
$$

The full set $F$ needs separate treatment. Energy conservation, $E_f+\varepsilon_F=E_i$, makes its denominator for state $f$ equal to $i\hbar\eta n$. Hence

$$
\langle f|\psi_F\rangle=\frac{M}{i\hbar\eta n},\qquad
M=\sum_{k=1}^n\langle f|V_k\psi_{F\setminus k}\rangle .
$$

With its phase removed, the final coefficient is $c(t)=e^{n\eta t}M/(i\hbar\eta n)$ for unit field factors. Its derivative is $\dot c=e^{n\eta t}M/(i\hbar)$: $M$ drives the transition and stays finite as $\eta\to0$. The algorithm must therefore not apply a resolvent at the last vertex.

## Why every diagram is counted once

For $S=\{k\}$ the recursion gives $G_{\{k\}}V_k|i\rangle$, the single ordering of one photon. Assume that $\psi_{S\setminus k}$ is the sum over all orderings of $S\setminus k$, each with its proper resolvents. Applying $G_SV_k$ appends photon $k$ as the last one. Every ordering of $S$ has one last member, so the sum over $k$ produces each ordering once. By induction this holds for all $S$, and the final sum contains all $n!$ diagrams.

The subsets are the $2^n$ vertices of a hypercube. An edge joins $S\setminus k$ to $S$, and a time ordering is a path that gains one photon at each step. If $S$ is stored as a binary number, removing a photon makes the number smaller, so increasing numerical order is a valid order of evaluation:

```
psi[0] = initial state
for S = 1 to 2^n - 1:
    source = sum over k in S of V[k] psi[S without k]
    if S is the full set: return component f of source
    psi[S] = source / (E_i - E_r - shift[S]), level by level
```

In the basis of molecular eigenstates the resolvent is a division, and the work lies in the products $V_k\psi$. To count them, choose $k$ and then any subset of the other $n-1$ photons: there are $n2^{n-1}$ edges. Separate diagrams need $n$ products each, or $n\,n!$ in all, if first and last interactions are counted in both methods. For $n=2$ both counts are 4 and nothing is gained, as the square showed.

A less radical repair would store the common beginnings of orderings. There are $n!/(n-m)!$ ordered beginnings of length $m$, and those with $m=n$ alone number $n!$. That tree still distinguishes $(1,2)$ from $(2,1)$, a distinction without effect on what follows. Merging them changes factorial growth into exponential growth, not into polynomial growth.

Two refinements follow from the structure. If the sets are processed by size, a layer needs only the layer before it, so two layers suffice as storage. And since all $V_k$ are built from three dipole components $\mu_a$, the source can be written as

$$
\sum_{k\in S}V_k\psi_{S\setminus k}=-\sum_{a=x,y,z}\mu_a\Big(\sum_{k\in S}\epsilon_{k,a}\psi_{S\setminus k}\Big),
$$

with $\epsilon_{k,a}^*$ for emission. This takes at most three matrix products per vertex, a saving where $|S|>3$; smaller sets can keep the direct sum. The cheaper vector additions still run over all edges.

## Sum-frequency generation, vertex by vertex

Take a planar model molecule with levels 0, 4.0 and 5.5 eV, numbered 0, 1, 2, and in-plane dipole matrices in $e\,$Å

$$
\mu_x=\begin{pmatrix}0.5&1.0&0.3\\1.0&1.5&0.6\\0.3&0.6&0.8\end{pmatrix},\qquad
\mu_y=\begin{pmatrix}0&0.2&0.7\\0.2&0.4&0.5\\0.7&0.5&-0.3\end{pmatrix}.
$$

Photon 1 (1.0 eV, along $x$) and photon 2 (1.5 eV, along $y$) are absorbed, photon 3 (2.5 eV, along $x$) is emitted, and the molecule returns to its ground state. Thus $e_1=-1.0$, $e_2=-1.5$ and $e_3=+2.5$ eV.

At vertex $\{1\}$ the source is minus the first column of $\mu_x$, and the denominators are $1.0-E_r$:

$$
\psi_{\{1\}}=\left(\frac{-0.5}{1.0},\frac{-1.0}{-3.0},\frac{-0.3}{-4.5}\right)=(-0.5000,\,0.3333,\,0.0667).
$$

In the same way $\psi_{\{2\}}=(0,\,0.0800,\,0.1750)$, with denominators $1.5-E_r$. The histories merge at $\{1,2\}$. Its source is

$$
-\mu_y\psi_{\{1\}}-\mu_x\psi_{\{2\}}=(-0.2458,\,-0.2917,\,0.0153),
$$

and division by $2.5-E_r=(2.5,-1.5,-3.0)$ gives $\psi_{\{1,2\}}=(-0.0983,\,0.1944,\,-0.0051)$. The other two pairs follow likewise. The last step adds three numbers, in $(e\,\text{Å})^3/\text{eV}^2$:

- photon 3 last: $-\langle0|\mu_x\psi_{\{1,2\}}\rangle=-0.1437$;
- photon 2 last: $-\langle0|\mu_y\psi_{\{1,3\}}\rangle=-0.0465$;
- photon 1 last: $-\langle0|\mu_x\psi_{\{2,3\}}\rangle=-0.1820$.

Their sum is $M=-0.3722$. Each number contains two diagrams. The first, for instance, is the sum of ordering $(1,2,3)$, with $-0.0014$, and ordering $(2,1,3)$, with $-0.1423$. The six diagrams, evaluated separately, give the same total. The cube used 12 products, the diagrams 18.

## More photons, and cancellation among diagrams

For $n=3$ to 8, let the same molecule absorb $n-1$ photons of 0.30, 0.35, … eV, polarized at 10°, 20°, … from $x$. It emits their total energy in one photon along $x$ and returns to the ground state. At $n=8$ there are 40,320 orderings and 256 vertices. The products fall from 322,560 to 1024, a factor of 315. Both methods give $M=67.9\ (e\,\text{Å})^8/\text{eV}^7$. Throughout the series they differ by about $10^{-15}$ relative to the diagram sum.

The diagrams partly cancel. A measure is $C=\sum|\text{diagram}|/|M|$, which equals 1 if all have the same sign. It is 7.5 for $n=3$, rises to 33 for $n=4$, and falls to 7.0 at $n=8$. Part of this cancellation can be removed beforehand, because on the energy shell $M$ is unchanged when the same constant vector is subtracted from all permanent dipoles. Only their differences, such as $\boldsymbol\mu_{rr}-\boldsymbol\mu_{00}$, enter $M$, although single diagrams also depend on the common part.

To see this, replace one operator $V_p$ by a constant $c$. Fix the order of the other $m=n-1\ge1$ photons, with operators $U_1,\dots,U_m$, and let $\varepsilon_j$ be the field-energy change after the first $j$ of them. Write

$$
R_j=(E_i-H_{\rm mol}-\varepsilon_j)^{-1},\qquad R'_j=(E_i-H_{\rm mol}-\varepsilon_j-e_p)^{-1}
$$

for the resolvents before and after photon $p$ has acted. Since $R_j^{-1}-R_j'^{-1}=e_p$,

$$
R'_j-R_j=R'_j\,(R_j^{-1}-R_j'^{-1})\,R_j=e_pR'_jR_j .
$$

Let $T_j$ be the matrix element $\langle f|U_m\cdots U_1|i\rangle$ with resolvents between the operators, unprimed at positions below $j$ and primed from $j$ on. Inserting $c$ after the $j$th photon, for $1\le j\le m-1$, produces $R'_jR_j$ at that position and hence $c(T_j-T_{j+1})/e_p$. These terms telescope to $c(T_1-T_m)/e_p$. Two insertions remain:

- If $p$ acts first, $R'_0|i\rangle=-|i\rangle/e_p$, which gives $-cT_1/e_p$.
- If $p$ acts last, the new denominator is $E_i-E_f-\varepsilon_m$. On shell it equals $e_p$, which gives $+cT_m/e_p$.

The total is zero. Since $M$ is linear in each $V_k$, the ground-state dipole $\boldsymbol\mu_{00}$ times the unit operator may be subtracted from $\boldsymbol\mu$ for one photon after another. Off shell, let $\delta=E_f+\varepsilon_F-E_i$. The last denominator is then $e_p-\delta$, and the remainder is

$$
cT_m\left(\frac1{e_p-\delta}-\frac1{e_p}\right)=\frac{cT_m\,\delta}{e_p(e_p-\delta)} .
$$

In the sum-frequency example the subtraction leaves $M=-0.3722$ unchanged. If the emitted photon is given 2.6 eV instead of 2.5 eV, the subtraction changes the off-shell amplitude by 2.9 percent of its unsubtracted value.

In the longer series, subtraction lowers $C$ from 33 to 7.8 at $n=4$ and from 7.0 to 2.2 at $n=8$. At $n=3$ it becomes 1.00. With double precision none of these values is a difficulty, but $C$ is worth watching, for example at small photon energies: rounding errors are relative to the terms added, not to a small remainder. The recursion does not avoid this loss, since it adds the same large contributions in grouped form; the subtraction helps both methods.

## Several photons in one mode

If photons are equal, the cube still distinguishes sets that differ by their labels alone. Let $m_j$ photons be absorbed from mode $j$, or emitted into it. A set is then characterized by its counts $c=(c_1,c_2,\dots)$. Define vectors on the smaller grid by

$$
\phi_0=|i\rangle,\qquad \phi_c=G_c\sum_{j:\,c_j>0}V_j\phi_{c-1_j},
$$

where $c-1_j$ has one photon fewer in mode $j$, and $G_c$ has the shift $\sum_jc_je_j$. The claim is $\psi_S=\big(\prod_jc_j!\big)\phi_c$. It holds for the empty set. If it holds for smaller sets, the $c_j$ equal members of mode $j$ contribute equally to the source:

$$
\sum_{k\in S}V_k\psi_{S\setminus k}=\sum_{j:\,c_j>0}c_jV_j\,\frac{\prod_lc_l!}{c_j}\,\phi_{c-1_j}
=\Big(\prod_lc_l!\Big)\sum_{j:\,c_j>0}V_j\phi_{c-1_j}.
$$

Applying $G_c$ completes the induction. The same sum at the last vertex shows that the cube amplitude is $\prod_jm_j!$ times the grid amplitude, and the grid has $\prod_j(m_j+1)$ vertices.

The physical amplitude uses the grid value, because the field passes through each sequence of photon numbers once. Apart from $\mathcal E_j^{m_j}$, absorption of $m_j$ photons contributes $\sqrt{N_j(N_j-1)\cdots(N_j-m_j+1)}$. Emission contributes $\sqrt{(N_j+1)\cdots(N_j+m_j)}$, with $\mathcal E_j^*$. In the limit of a single mode the grid is a ladder with $n+1$ rungs and one path: $n$ equal photons have one diagram, not $n!$.

As a larger case, let the model molecule, with $\boldsymbol\mu_{00}$ subtracted, reach its 4.0 eV level by absorbing six photons of 0.3000 eV along $x$ and six of $11/30\approx0.36667$ eV along $y$ (the exact value matters: 0.3667 eV shifts the result by 0.2 percent). There are 479,001,600 labelled orderings, which were not summed one by one. The cube has 4096 vertices and 24,576 edges, the grid 49 vertices. The cube gives $-6.847\times10^4\ (e\,\text{Å})^{12}/\text{eV}^{11}$, and so does the grid after multiplication by $(6!)^2=518{,}400$. The grid amplitude itself is $-0.132$ in the same unit. Using the labelled value with the square-root factors would overstate the amplitude by $(6!)^2$.

## Checks that do not enumerate orderings

Agreement with permutation sums confirms the bookkeeping, but both sides share the same reduction to molecular operators. A more independent test keeps the photon-number states explicitly and evaluates $\langle\mathcal F|H_{\rm int}(G_0H_{\rm int})^{n-1}|\mathcal I\rangle$, where $\mathcal I$ and $\mathcal F$ are states of molecule and field together and $G_0$ is the resolvent without interaction. With three absorbed photons and one emitted, it agrees with the cube to a relative $10^{-14}$, including the square-root factors. The same accuracy is found for the grid when three of the four photons come from one mode.

The size of $M$ can also be read from a spectrum. Let $\mathcal I$ and $\mathcal F$ be nearly degenerate, and eliminate all other states from the eigenvalue equation. To leading order the element that joins the two is $\big(\prod_kg_k\big)M$, since the eliminated states supply the same denominators. The diagonal elements acquire light shifts, which displace the resonance. With a remaining detuning $\Delta$ and an off-diagonal element $W$, the splitting is $\sqrt{\Delta^2+4|W|^2}$, whose minimum is $2|W|$.

A second model molecule, with levels 0, 2.21 and 3.1 eV, was coupled to photons of 0.53, 0.71 and 0.97 eV, whose sum is 2.21 eV. The coupling was 0.004 eV times dimensionless matrices. Diagonalization, with the 2.21 eV level tuned to the smallest gap, gives half a splitting of $1.9413\times10^{-7}$ eV. The recursion gives $1.9415\times10^{-7}$ eV. They differ by about $10^{-4}$ of the latter. Each interaction changes the total photon number by one, so the next paths from $\mathcal I$ to $\mathcal F$ have five steps instead of three. The relative correction is therefore of second order in the coupling, and $(0.004/0.53)^2\approx6\times10^{-5}$ indicates its order of magnitude. This is no more than a rough guide. Five-step paths also pass smaller denominators, such as $0.71-0.53=0.18$ eV when one photon is exchanged for another. The normalization of the dressed states and the light shifts in the denominators contribute at the same order, partly with opposite sign.

## Where the scheme stops

The recursion fails when a proper subset of the photons already conserves energy with some intermediate state that is reached. A denominator then vanishes. If the molecule starts in its ground state and the intermediate state is an excited level, a real intermediate step competes with the direct process, and a complex energy for the excited level keeps the denominator finite. If instead the subset returns the molecule to its initial state, the level energy cancels from the denominator, which remains zero with or without damping. The amplitude itself need not diverge there. If the whole process also ends in the initial state, as for four photons forming two such pairs, the complementary subset has the opposite shift, the two poles cancel, and $M$ has a finite limit that the recursion as written cannot evaluate at the point itself. For $f\ne i$ the pole generally remains. Where the denominators are finite, the factorization survives complex energies, because each resolvent still depends on $S$ alone. The test with random operators and damped levels confirms this for $n$ up to 6. Whether the chosen damping describes the molecule is a separate question.

Absorption from and emission into the same mode are also excluded. Absorbing first gives the boson factor $N$, emitting first gives $N+1$, so no common factor can be taken out. Moreover, the field returns to its earlier state, and the argument that every interaction must make progress breaks down.

With minimal coupling, the term quadratic in the vector potential changes two photons at once. It adds edges from $S\setminus\{k,l\}$ to $S$, which the present recursion lacks. In the electric-dipole approximation this term is a constant for the molecule. The argument given above for a constant operator then applies, with the pair treated as one photon of energy $e_k+e_l$: on shell, and with finite denominators, the added contributions cancel when three or more photons take part. With two photons they must be kept if the molecule returns to its initial state, as in elastic scattering.

Finally, $M$ is of lowest order in the coupling. When light shifts are comparable with the intermediate detunings, summing the lowest-order diagrams efficiently does not make them sufficient. The numerical output lists the vertex vectors and diagrams of the sum-frequency example and the results of all comparisons.

## Numbers as computed

```
random operators n=1-6, worst rel. diff.: 2e-14
Fock space, 4 modes, rel. diff.: 1e-14
Fock space, repeated mode, rel. diff.: 1e-14
cube/grid ratio, 3 equal photons: 6.000000
crossing: levels [0.0, 3.1, 2.21] eV
crossing: photons [0.53, 0.71, 0.97] eV, coupling 0.004 eV
half minimum splitting: 1.94126e-07 eV
recursion |M|:          1.94148e-07 eV
model levels: [0.0, 4.0, 5.5] eV
mu_x: [[0.5, 1.0, 0.3], [1.0, 1.5, 0.6], [0.3, 0.6, 0.8]] e A
mu_y: [[0.0, 0.2, 0.7], [0.2, 0.4, 0.5], [0.7, 0.5, -0.3]] e A
SFG radiation energy changes: [-1.0, -1.5, 2.5] eV
SFG vertex vectors, (e A/eV)^|S|, levels 0,1,2:
  S=[]: +1.000000 +0.000000 +0.000000
  S=[1]: -0.500000 +0.333333 +0.066667
  S=[2]: +0.000000 +0.080000 +0.175000
  S=[1, 2]: -0.098333 +0.194444 -0.005111
  S=[3]: +0.200000 +0.153846 +0.037500
  S=[1, 3]: +0.245620 +0.089685 +0.040806
  S=[2, 3]: +0.189519 +0.069058 +0.060565
  ordering (1, 2, 3): -0.001444 (e A)^3/eV^2
  ordering (1, 3, 2): -0.011788 (e A)^3/eV^2
  ordering (2, 1, 3): -0.142300 (e A)^3/eV^2
  ordering (2, 3, 1): -0.119927 (e A)^3/eV^2
  ordering (3, 1, 2): -0.034713 (e A)^3/eV^2
  ordering (3, 2, 1): -0.062060 (e A)^3/eV^2
SFG M, recursion: -0.372232 (e A)^3/eV^2
SFG M, diagrams:  -0.372232 (e A)^3/eV^2
SFG M, mu_00 subtracted: -0.372232 (e A)^3/eV^2
rel. change if 0.1 eV off shell: 0.0291
absorbed: 0.30,0.35,... eV at 10,20,... deg; emitted along x
C, C0: sum|diagrams|/|M|, full mu and mu_00 subtracted
n=3: orderings 6, vertices 8, products 18 vs 12
  M=-5.755481e-01 (e A)^3/eV^2, diff 6e-16, C=7.50, C0=1.00
n=4: orderings 24, vertices 16, products 96 vs 32
  M=-3.475991e-01 (e A)^4/eV^3, diff 3e-16, C=32.83, C0=7.77
n=5: orderings 120, vertices 32, products 600 vs 80
  M=+1.115782e+00 (e A)^5/eV^4, diff 6e-16, C=26.38, C0=6.19
n=6: orderings 720, vertices 64, products 4320 vs 192
  M=+6.751036e+00 (e A)^6/eV^5, diff 1e-15, C=10.81, C0=2.67
n=7: orderings 5040, vertices 128, products 35280 vs 448
  M=+2.348726e+01 (e A)^7/eV^6, diff 6e-16, C=7.45, C0=2.00
n=8: orderings 40320, vertices 256, products 322560 vs 1024
  M=+6.790213e+01 (e A)^8/eV^7, diff 4e-16, C=6.97, C0=2.24
n=12: photons 0.3000 (x), 0.3667 (y) eV, 6 each
n=12: orderings 479001600, vertices 4096, edges 24576, grid 49
n=12 cube M:         -6.84679059e+04 (e A)^12/eV^11
n=12 (6!)^2 grid M:  -6.84679059e+04 (e A)^12/eV^11
```
